**Halo dimer: binding energy, mean separation and finite-range corrections**

For a scattering length $a$ much larger than the range of the potential, the program tests $E_b=\hbar^2/(2\mu a^2)$ and $\langle r\rangle=a/2$, with first corrections $E_b(1+r_e/a)$ and $\langle r\rangle=a/2+r_e/4$. Here $\mu$ is the reduced mass, $r_e$ the effective range and $\kappa$ the decay constant of the bound state. The model potential is a hard wall joined to a $-C_6/r^6$ tail that is cut off at large distance. The program asserts that numerical solutions of the radial equation agree with the corrected formulas within stated tolerances, and that they satisfy the Wronskian identity for $\kappa-1/a$. It also asserts that a separate finite-difference diagonalization reproduces the main binding energy, that a second wall with two bound states gives nearly the same halo, and that the chosen case with $a=-1000$ bohr has no bound state. For $a=1000$ bohr the output shows a binding of 201.53 kHz against 180.47 kHz from the leading formula, and a mean separation of 526.45 bohr against 500 bohr. The deviations roughly halve with each doubling of $a$.

## Check in Python

```python
"""Halo dimer: for scattering length a much larger than the interaction range,
    binding energy E_b = hbar^2/(2 mu a^2),   mean separation <r> = a/2,
with first corrections E_b*(1 + r_e/a) and <r> = a/2 + r_e/4.
mu: reduced mass; r_e: effective range; kappa: bound-state decay constant.
Model: hard wall plus -C6/r^6, the tail being cut at 100 beta.
Internal length unit: beta = (2 mu C6/hbar^2)^(1/4).
In that unit the radial equation is u'' = (kappa^2 - 1/r^6) u.
The zero-energy function is normalized to 1 - r/a outside the potential.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

CUT = 100.0
OPTIONS = dict(method="DOP853", rtol=1e-11, atol=1e-14)

mass_u = 10.0
c6 = 1000.0
mu = mass_u * const.atomic_mass / const.m_e
beta = (2 * mu * c6) ** 0.25
hartree_joule = const.physical_constants["Hartree energy"][0]
hartree_khz = hartree_joule / const.h / 1e3
khz_microkelvin = const.h * 1e3 / const.k * 1e6
energy_unit = hartree_khz / (2 * mu * beta**2)  # kHz for kappa*beta = 1


def wall_positions(a):
    """Inner zeros of the zero-energy function, from outside inward."""
    def rhs(r, y):
        return [y[1], -y[0] / r**6]
    sol = solve_ivp(rhs, (CUT, 0.26), [1 - CUT / a, -1 / a],
                    dense_output=True, **OPTIONS)
    grid = np.linspace(2.0, 0.26, 2000)
    values = sol.sol(grid)[0]
    crossings = np.where(values[:-1] * values[1:] < 0)[0]
    return [brentq(lambda r: sol.sol(r)[0], grid[i + 1], grid[i])
            for i in crossings]


def bound_kappa(a, wall):
    """Decay constant for which the decaying solution vanishes at the wall."""
    def wall_value(kappa):
        def rhs(r, y):
            return [y[1], (kappa**2 - 1 / r**6) * y[0]]
        start = np.exp(-kappa * CUT)
        sol = solve_ivp(rhs, (CUT, wall), [start, -kappa * start], **OPTIONS)
        return sol.y[0, -1]
    return brentq(wall_value, 0.9 / a, 1.3 / a, xtol=1e-13)


def solve_halo(a, wall):
    """Bound state, its moments, and the effective range by integration."""
    kappa = bound_kappa(a, wall)

    def rhs(r, y):
        u, du, w, dw = y[:4]
        return [du, (kappa**2 - 1 / r**6) * u, dw, -w / r**6,
                -u * u, -r * u * u, -u * w, -w * w]
    start = np.exp(-kappa * CUT)
    initial = [start, -kappa * start, 1 - CUT / a, -1 / a, 0, 0, 0, 0]
    sol = solve_ivp(rhs, (CUT, wall), initial, dense_output=True, **OPTIONS)
    norm_in, first_in, overlap, zero_norm = sol.y[4:, -1]
    tail = start**2 / (2 * kappa)
    norm = norm_in + tail
    first = first_in + start**2 * (CUT / (2 * kappa) + 1 / (4 * kappa**2))
    free_norm = a / 3 * (1 - (1 - CUT / a) ** 3)
    free_overlap = quad(lambda r: np.exp(-kappa * r) * (1 - r / a),
                        0, CUT, epsabs=1e-12, epsrel=1e-12, limit=200)[0]
    turning = kappa ** (-1 / 3)
    outside = (sol.sol(turning)[4] + tail) / norm
    return dict(a=a, wall=wall, kappa=kappa, mean=first / norm,
                r_e=2 * (free_norm - zero_norm), turning=turning,
                outside=outside, wronskian=kappa**2 * (free_overlap - overlap))


def grid_levels(wall, step):
    """Negative eigenvalues of the finite-difference radial Hamiltonian."""
    r = wall + step * np.arange(1, int(CUT / step))
    diagonal = 2 / step**2 - 1 / r**6
    off_diagonal = np.full(len(r) - 1, -1 / step**2)
    return eigh_tridiagonal(diagonal, off_diagonal, eigvals_only=True,
                            select="v", select_range=(-1 / wall**6, 0.0))


# Zero-range moments from symbolic integration.
r_s, a_s = sp.symbols("r a", positive=True)
density = sp.exp(-2 * r_s / a_s)
norm_s = sp.integrate(density, (r_s, 0, sp.oo))
mean_s = sp.integrate(r_s * density, (r_s, 0, sp.oo)) / norm_s
square_s = sp.integrate(r_s**2 * density, (r_s, 0, sp.oo)) / norm_s
assert sp.simplify(mean_s - a_s / 2) == 0
assert sp.simplify(square_s - a_s**2 / 2) == 0

# Numerical halo states against leading and corrected formulas.
halos = []
for a_bohr in (1000.0, 2000.0, 4000.0):
    a = a_bohr / beta
    h = solve_halo(a, wall_positions(a)[0])
    eps = h["r_e"] / a
    h["ratio"] = (h["kappa"] * a) ** 2
    h["kappa_range"] = (1 - np.sqrt(1 - 2 * eps)) / h["r_e"]
    h["Q"] = 4 * h["kappa"] ** 2 * h["mean"] ** 2
    assert abs(h["kappa"] - 1 / a - h["wronskian"]) < 1e-7
    assert abs(h["ratio"] - 1 - eps) < 2 * eps**2
    assert abs((h["kappa_range"] / h["kappa"]) ** 2 - 1) < 3e-3
    # The neglected terms in the mean separation are of order beta^2/a.
    assert abs(h["mean"] - a / 2 - h["r_e"] / 4) < 1 / a
    assert abs(h["Q"] - 1 - 2 * eps) < 5 * eps**2
    halos.append(h)
assert 3 < (halos[0]["ratio"] - 1) / (halos[2]["ratio"] - 1) < 5

main = halos[0]
a, kappa, r_e = main["a"], main["kappa"], main["r_e"]
outside_formula = np.exp(-2 * kappa * main["turning"]) / (1 - kappa * r_e)
assert abs(main["outside"] - outside_formula) < 0.01
assert main["outside"] > 0.5

# Independent diagonalization, extrapolated in the squared grid step.
coarse = grid_levels(main["wall"], 0.004)
fine = grid_levels(main["wall"], 0.002)
assert len(coarse) == len(fine) == 1
grid_binding = -(4 * fine[0] - coarse[0]) / 3
assert abs(grid_binding / kappa**2 - 1) < 2e-3

# Same scattering length with a different inner potential.
deeper = solve_halo(a, wall_positions(a)[1])
deeper_levels = grid_levels(deeper["wall"], 0.002)
assert len(deeper_levels) == 2
assert abs((deeper["kappa"] / kappa) ** 2 - 1) < 0.02
assert abs(deeper["mean"] / main["mean"] - 1) < 0.02

# A large negative scattering length gives no halo state.
negative_wall = wall_positions(-a)[0]
negative_levels = grid_levels(negative_wall, 0.002)
assert len(negative_levels) == 0

binding = kappa**2 * energy_unit
leading = energy_unit / a**2
first_order = leading * (1 + r_e / a)
range_binding = main["kappa_range"] ** 2 * energy_unit
print(f"reduced mass: {mass_u:.1f} u")
print(f"C6: {c6:.1f} hartree bohr^6")
print(f"van der Waals length beta: {beta:.2f} bohr")
print(f"tail cut-off radius: {CUT * beta:.0f} bohr")
print(f"scattering length a: {a * beta:.1f} bohr")
print(f"hard-wall radius: {main['wall'] * beta:.3f} bohr")
print(f"effective range r_e: {r_e * beta:.2f} bohr")
print(f"r_e/a: {r_e / a:.4f} (dimensionless)")
print(f"decay length 1/kappa: {beta / kappa:.2f} bohr")
print(f"binding, radial equation: {binding:.2f} kHz")
print(f"binding, radial equation: {binding * khz_microkelvin:.3f} microkelvin")
print(f"binding, grid diagonalization: {grid_binding * energy_unit:.2f} kHz")
print(f"binding, leading formula: {leading:.2f} kHz")
print(f"binding, first-order formula: {first_order:.2f} kHz")
print(f"binding, effective-range root: {range_binding:.2f} kHz")
print(f"mean separation, radial equation: {main['mean'] * beta:.2f} bohr")
print(f"mean separation, a/2: {a * beta / 2:.2f} bohr")
print(f"mean separation, a/2+r_e/4: {(a / 2 + r_e / 4) * beta:.2f} bohr")
print(f"rms separation, zero range: {a * beta / np.sqrt(2):.2f} bohr")
print(f"Q from binding and size: {main['Q']:.4f} (dimensionless)")
print(f"Q, first-order formula: {1 + 2 * r_e / a:.4f} (dimensionless)")
print(f"outer turning point: {main['turning'] * beta:.2f} bohr")
print(f"probability beyond it, numerical: {main['outside']:.4f}")
print(f"probability beyond it, formula: {outside_formula:.4f}")
for h in halos:
    label = f"a = {h['a'] * beta:.0f} bohr"
    print(f"{label}: binding / leading formula = {h['ratio']:.4f}")
    print(f"{label}: mean separation / (a/2) = {2 * h['mean'] / h['a']:.4f}")
    print(f"{label}: Q = {h['Q']:.4f}")
print(f"second wall radius: {deeper['wall'] * beta:.3f} bohr")
print(f"second wall, number of bound states: {len(deeper_levels)}")
print(f"second wall, halo binding: {deeper['kappa']**2 * energy_unit:.2f} kHz")
print(f"second wall, mean separation: {deeper['mean'] * beta:.2f} bohr")
print(f"wall radius for a = {-a * beta:.0f} bohr: {negative_wall * beta:.3f} bohr")
print(f"bound states for a = {-a * beta:.0f} bohr: {len(negative_levels)}")
print("verified")
```

Running it gives:

```
reduced mass: 10.0 u
C6: 1000.0 hartree bohr^6
van der Waals length beta: 77.70 bohr
tail cut-off radius: 7770 bohr
scattering length a: 1000.0 bohr
hard-wall radius: 32.725 bohr
effective range r_e: 101.66 bohr
r_e/a: 0.1017 (dimensionless)
decay length 1/kappa: 946.31 bohr
binding, radial equation: 201.53 kHz
binding, radial equation: 9.672 microkelvin
binding, grid diagonalization: 201.53 kHz
binding, leading formula: 180.47 kHz
binding, first-order formula: 198.82 kHz
binding, effective-range root: 201.54 kHz
mean separation, radial equation: 526.45 bohr
mean separation, a/2: 500.00 bohr
mean separation, a/2+r_e/4: 525.41 bohr
rms separation, zero range: 707.11 bohr
Q from binding and size: 1.2380 (dimensionless)
Q, first-order formula: 1.2033 (dimensionless)
outer turning point: 178.78 bohr
probability beyond it, numerical: 0.7675
probability beyond it, formula: 0.7678
a = 1000 bohr: binding / leading formula = 1.1167
a = 1000 bohr: mean separation / (a/2) = 1.0529
a = 1000 bohr: Q = 1.2380
a = 2000 bohr: binding / leading formula = 1.0565
a = 2000 bohr: mean separation / (a/2) = 1.0269
a = 2000 bohr: Q = 1.1141
a = 4000 bohr: binding / leading formula = 1.0278
a = 4000 bohr: mean separation / (a/2) = 1.0136
a = 4000 bohr: Q = 1.0559
second wall radius: 22.536 bohr
second wall, number of bound states: 2
second wall, halo binding: 201.35 kHz
second wall, mean separation: 526.21 bohr
wall radius for a = -1000 bohr: 33.161 bohr
bound states for a = -1000 bohr: 0
verified
```
